# Field in an undoped film between two short-circuited metals

## The question

A homogeneous, undoped film of thickness $d=100$ nm lies between two wide, flat metal electrodes. Electrode L, at $x=0$, has work function $\Phi_L=4.3$ eV, and electrode H, at $x=d$, has $\Phi_H=5.1$ eV. A wire joins the electrodes. The device is in the dark and has reached equilibrium.

Assume Schottky-Mott alignment: the local vacuum level is continuous across each metal-film interface, and each metal keeps its stated work function. Until part (e), take the charge of carriers in the film to be negligible. The film has relative permittivity $\varepsilon_r=3$, and $\varepsilon=\varepsilon_r\varepsilon_0$.

The elementary charge $e$ is positive, $\phi$ is the electrostatic potential, and $E=-d\phi/dx$, so a positive field points from L to H. Work functions, barriers and $kT$ are energies.

## (a) What is the potential difference across the film, and what is its sign?

**Answer.** Electrons can pass through the wire until moving one more of them changes no free energy. This happens when the electrochemical potential of electrons, the Fermi level $E_F$, is the same in both metals. A short circuit therefore equalizes $E_F$, which need not equalize $\phi$.

The work function is the energy from the Fermi level up to the local vacuum level. At the two film boundaries the vacuum level is thus

$$E_{\rm vac}(0)=E_F+\Phi_L,\qquad E_{\rm vac}(d)=E_F+\Phi_H .$$

An electron has charge $-e$, so $E_{\rm vac}(x)=-e\phi(x)+\text{constant}$. Subtracting the first level from the second gives

$$-e\phi(d)+e\phi(0)=\Phi_H-\Phi_L ,$$

$$\phi(0)-\phi(d)=\frac{\Phi_H-\Phi_L}{e}=\frac{(5.1-4.3)\ \text{eV}}{e}=0.8\ \text{V}.$$

Electrode L is at the higher electrostatic potential. A voltmeter across the terminals compares Fermi levels and reads zero. The local vacuum level must return to its initial value around the closed circuit, so along the outer surfaces of the circuit it changes back by 0.8 eV in total, mainly near the junctions of dissimilar metals. The step of potential inside the metals at such a junction is a different quantity. Work functions include the surface dipoles, so that inner step need not be 0.8 V.

Before the wire is attached, two neutral electrodes have no field between them. Their vacuum levels agree and their Fermi levels differ by 0.8 eV. The wire exchanges this mismatch of Fermi levels for a mismatch of vacuum levels.

## (b) Find the field at every point of the film, and the charge on the electrodes.

**Answer.** The electrodes are much wider than $d$, so away from the edges the field depends on $x$ alone. Gauss's law for charge density $\rho$ in a film of constant permittivity is

$$\frac{dE}{dx}=\frac{\rho}{\varepsilon}.$$

With $\rho=0$ the derivative vanishes and $E$ is uniform. Its value follows from the potential difference:

$$\phi(0)-\phi(d)=\int_0^d E\,dx=Ed ,$$

$$E=\frac{\Phi_H-\Phi_L}{ed}=\frac{0.8\ \text{V}}{100\ \text{nm}}=0.08\ \text{MV/cm}=8\times10^{6}\ \text{V/m}.$$

The field points from L to H. It vanishes for equal work functions, and at fixed work functions it doubles when the thickness is halved.

The permittivity does not enter $E$, but it sets the charge that maintains the field. Gauss's law at the surface of L gives a charge per area

$$\sigma=\varepsilon E=3\,(8.854\times10^{-14}\ \text{F/cm})(8\times10^{4}\ \text{V/cm})=0.0213\ \mu\text{C/cm}^2 ,$$

with $-\sigma$ on H. Division by $e$ gives $1.33\times10^{11}$ transferred electrons per cm².

## (c) Obtain the field again from the energy of charge transfer.

**Answer.** Start with neutral electrodes and move $s$ electrons per area from L to H. Removing an electron from L costs $\Phi_L$, and placing it in H returns $\Phi_H$. The change in electronic energy per area is $-(\Phi_H-\Phi_L)s$.

The transfer leaves charge $+es$ on L and $-es$ on H, so the field is $E=es/\varepsilon$, directed from L to H. The stored field energy per area is

$$\frac12\varepsilon E^2d=\frac12\varepsilon\left(\frac{es}{\varepsilon}\right)^2d=\frac{e^2s^2d}{2\varepsilon}.$$

The total is

$$U(s)=-(\Phi_H-\Phi_L)s+\frac{e^2s^2d}{2\varepsilon}.$$

Setting its derivative to zero,

$$-(\Phi_H-\Phi_L)+\frac{e^2sd}{\varepsilon}=0
\quad\Longrightarrow\quad
s=\frac{\varepsilon(\Phi_H-\Phi_L)}{e^2d}.$$

The second derivative, $e^2d/\varepsilon$, is positive, so this is a minimum. Inserting $s$ in $E=es/\varepsilon$ gives $E=(\Phi_H-\Phi_L)/(ed)$, as before.

This calculation keeps the metal band filling fixed. Averaged over electrodes 100 nm thick with a constant $10^{22}$ states per eV and cm³, the transfer shifts the filling by

$$\frac{1.33\times10^{11}\ \text{cm}^{-2}}{(10^{22}\ \text{eV}^{-1}\text{cm}^{-3})(10^{-5}\ \text{cm})}=1.3\times10^{-6}\ \text{eV},$$

which is negligible beside 0.8 eV. The transferred charge in fact gathers at the metal surfaces, where the local shift is about 1 meV (the screening drop found in part (g)), still small beside 0.8 eV. The Fermi levels meet because the electrostatic energies move, with hardly any change in filling.

## (d) Why does this field drive no steady current?

**Answer.** Consider the few electrons present in the film. With a common Fermi level and Boltzmann statistics, their density is proportional to $e^{e\phi/kT}$. Taking $\phi(0)=0$, the uniform field gives $\phi=-Ex$, hence

$$n(x)=n(0)e^{-eEx/kT},\qquad \frac{dn}{dx}=-\frac{eE}{kT}n .$$

For mobility $\mu$ the diffusion coefficient in this regime is $D=\mu kT/e$. The electron current density is

$$J_n=e\mu nE+eD\frac{dn}{dx}
=e\mu nE+\mu kT\left(-\frac{eE}{kT}n\right)=0 .$$

Holes have density $p\propto e^{-e\phi/kT}$, so $dp/dx=(eE/kT)p$. With their own mobility $\mu_p$,

$$J_p=e\mu_p pE-\mu_p kT\frac{dp}{dx}=e\mu_p pE-e\mu_p pE=0 .$$

Drift and diffusion cancel separately for each carrier type. The field is an equilibrium property and supplies no power.

## (e) Is the injected charge really negligible?

Use rough values for an organic-semiconductor diode: electron affinity 3.6 eV, ionization energy 5.8 eV, $N=10^{21}$ states per cm³ in each band, Gaussian energy disorder of standard deviation $w=0.08$ eV, and $T=300$ K, for which $kT=0.02585$ eV.

**Answer.** An undoped film can still receive carriers from its contacts. The smaller electron barrier is at L and the smaller hole barrier is at H:

$$4.3-3.6=0.7\ \text{eV},\qquad 5.8-5.1=0.7\ \text{eV}.$$

Call this common barrier $B$. Let $u$ be the energy of a state relative to the band centre. In the Boltzmann regime the contact density is

$$n_c=\int_{-\infty}^{\infty}\frac{N}{\sqrt{2\pi}\,w}\,
e^{-u^2/2w^2}e^{-(B+u)/kT}\,du .$$

Completing the square,

$$-\frac{u^2}{2w^2}-\frac{u}{kT}
=-\frac{(u+w^2/kT)^2}{2w^2}+\frac{w^2}{2(kT)^2}.$$

The remaining normalized Gaussian integrates to one, so

$$n_c=N\exp\left[-\frac{B}{kT}+\frac{w^2}{2(kT)^2}\right]
=10^{21}e^{-27.08+4.79}\ \text{cm}^{-3}
\approx2.1\times10^{11}\ \text{cm}^{-3}.$$

The occupied states centre on $u=-w^2/kT=-0.25$ eV, still 0.45 eV above $E_F$, which justifies Boltzmann statistics.

To find the effect on the field, retain both carrier charges:

$$\frac{dE}{dx}=\frac{e}{\varepsilon}(p-n).$$

For a general potential $dn/dx=-(e/kT)nE$ and $dp/dx=(e/kT)pE$. Multiplying Gauss's law by $E$ gives

$$E\frac{dE}{dx}=\frac{e}{\varepsilon}(pE-nE)
=\frac{kT}{\varepsilon}\frac{d(p+n)}{dx}.$$

The left side is $\tfrac12 dE^2/dx$. Integration therefore yields

$$E^2-\frac{2kT}{\varepsilon}(n+p)=\text{constant}.$$

Let $E_c$ and $E_m$ be the fields at a contact and at the centre. The potential changes by about 0.4 V between them, which makes the central carrier density negligible beside $n_c$. Then

$$(E_c-E_m)(E_c+E_m)=\frac{2kTn_c}{\varepsilon}.$$

For a weak disturbance $E_c+E_m\approx2E$, with $E$ the ideal field. Hence

$$E_c-E_m\approx\frac{kTn_c}{\varepsilon E},\qquad
\frac{E_c-E_m}{E}\approx\frac{n_c\,(kT/eE)}{\varepsilon E/e}.$$

The last ratio compares the carriers within a length $kT/eE=3.2$ nm of one contact with the electrons transferred between the electrodes:

$$\frac{(2.09\times10^{11}\ \text{cm}^{-3})(3.23\times10^{-7}\ \text{cm})}{1.326\times10^{11}\ \text{cm}^{-2}}
\approx5\times10^{-7}.$$

This is $5\times10^{-5}$ % of the ideal field. At 360 K, with the other parameters fixed, it is $1.3\times10^{-3}$ %. The disorder enters as $w^2$ in an exponent: at 300 K the change is about 0.02 % for $w=0.12$ eV and about 1.6 % for $w=0.15$ eV, where Boltzmann statistics fail and Fermi-Dirac occupation must be used. A numerical solution of Poisson's equation with both carriers at 300 K, started from a potential that is not linear, gives a minimum and a maximum field that both round to 0.080000 MV/cm.

Image attraction raises the density close to a metal. At an assumed closest distance of 0.5 nm it lowers the carrier energy by 0.24 eV. Counting all the attracted charge as an unscreened sheet changes the field by about 0.01 %. This change is confined to the gap between the sheet and the metal; the field in the bulk of the film moves far less. The estimate depends strongly on the assumed distance, which enters through an exponential: it is about 1.4 % for 0.3 nm and 0.0015 % for 0.7 nm. It also treats the states as continuous in $x$. If they lie in layers 1 nm apart with the first layer at 0.5 nm, the figure is about 0.15 %.

## (f) Show that an undoped film with low barriers can have a non-uniform field.

Keep the work functions, thickness, permittivity, temperature and $N$, but take sharp levels ($w=0$) and reduce both barriers to 0.2 eV. The numerical solution gives a central field of 0.0764 MV/cm. Find the field at the contacts.

**Answer.** The contact density is now

$$n_c=10^{21}e^{-0.2/0.02585}\ \text{cm}^{-3}=4.37\times10^{17}\ \text{cm}^{-3}.$$

The weak-disturbance approximation fails, but the first integral remains valid. Its carrier term is

$$\frac{2kTn_c}{\varepsilon}
=\frac{2(0.02585\ \text{V})(1.602\times10^{-19}\ \text{C})(4.37\times10^{17}\ \text{cm}^{-3})}{2.656\times10^{-13}\ \text{F/cm}}
=0.0136\ (\text{MV/cm})^2 .$$

Neglecting the small central carrier density,

$$E_c=\sqrt{(0.0764)^2+0.0136}\ \text{MV/cm}\approx0.139\ \text{MV/cm}.$$

The numerical solution gives 0.1392 MV/cm at the centre of its first cell, 0.0125 nm from the contact. At the contact itself, unrounded inputs give 0.1395 MV/cm, about 1.8 times the central value. These numbers belong to a smooth mean-field model, with the gap now 1.2 eV and no image attraction. The image lowering of 0.24 eV found in (e) exceeds the 0.2 eV barrier, and the injected carriers are about 30 nm apart in a layer about 3 nm thick. A real contact with such barriers can therefore hold much more charge, and the example shows the non-uniformity, not its size in a device.

The mean field is still 0.08 MV/cm, because $\int_0^dE\,dx$ is fixed by the two work functions. Equal barriers make the carrier distribution symmetric, with $n+p$ smallest at the centre. The first integral then makes $E$ smallest there too, so the centre lies below the mean and the contacts lie above it. Absence of doping thus does not suffice for a uniform field; the injected charge must also be small.

## (g) Which other departures matter in a real diode?

Consider fixed charge of density $N_f=10^{15}$ cm⁻³, a screening length $\lambda=0.05$ nm in each metal, and a change of 0.3 eV in the effective work-function difference.

**Answer.** *Fixed charge.* Suppose unintentional donors are ionized and their electrons have left the film. Gauss's law gives $dE/dx=eN_f/\varepsilon$. Since the mean field is fixed,

$$E(x)=\frac{\Phi_H-\Phi_L}{ed}+\frac{eN_f}{\varepsilon}\left(x-\frac d2\right).$$

The end-to-end change is

$$\frac{eN_fd}{\varepsilon}
=\frac{(1.602\times10^{-19})(10^{15})(10^{-5})}{2.656\times10^{-13}}\ \text{V/cm}
\approx0.0060\ \text{MV/cm},$$

or 7.5 % of the ideal field. To keep this change below 1 %, the fixed charge density must be below about $1.3\times10^{14}$ cm⁻³ for this thickness, permittivity and field.

*Metal screening.* Model each metal by linear screening with background permittivity $\varepsilon_0$. Continuity of electric displacement makes the field just inside its surface $\varepsilon_rE$. This field decays as $e^{-z/\lambda}$ with depth $z$, so the potential drop in one metal is

$$\int_0^\infty\varepsilon_rE\,e^{-z/\lambda}\,dz=\varepsilon_rE\lambda .$$

The film and two metals share the 0.8 V:

$$Ed+2\varepsilon_r\lambda E=\frac{\Phi_H-\Phi_L}{e}
\quad\Longrightarrow\quad
E=\frac{\Phi_H-\Phi_L}{e(d+2\varepsilon_r\lambda)}.$$

Here $2\varepsilon_r\lambda=0.3$ nm, and the field falls by 0.30 %.

*Interface dipoles.* If they change the effective work-function difference by $\Delta$, the field changes by $\Delta/(ed)$. For $|\Delta|=0.3$ eV this is 0.03 MV/cm, or 37.5 % of the ideal value. The field becomes 0.05 or 0.11 MV/cm, depending on the sign. It remains uniform if the film stays free of charge, but the barriers may have moved, so the estimate in (e) must be repeated. If the 0.3 eV lowers $\Phi_L$, the electron barrier falls to 0.4 eV and the field at L lies about 3 % above the central value. Equal shifts of both effective work functions leave the mean field unchanged but alter the barriers. The field at each point also stays the same as long as the injected charge remains negligible.

**Comparison with real devices.** The thickness, permittivity and state density are in the usual range for organic diodes, and the work functions are roughly those of clean aluminium and gold. The 0.7 eV barriers are high for an efficient light-emitting diode, whose contacts are meant to inject carriers easily. Metal-organic contacts often have interface dipoles from a few tenths of an eV up to about 1 eV on clean metals such as gold, so the assumption of a continuous vacuum level is insecure. At the values chosen in (g) its failure moves the field most, but fixed charge above about $5\times10^{15}$ cm⁻³ gives an end-to-end change larger than the 37.5 % from a 0.3 eV dipole. Breakdown is a smaller concern: the ideal field is 8 % of a rough breakdown field of 1 MV/cm. Direct tunnelling across the whole film is also negligible, with an estimated probability far below $10^{-100}$ at the Fermi level for the free-electron mass. The value 0.08 MV/cm therefore describes the ideal contact; predicting the field in a particular diode requires the effective work functions of its finished interfaces and, where it is not negligible, the charge in its film. The numerical output lists the values used.

## Numbers as computed

```
INPUTS (film values are rough, organic-diode regime)
low work function: 4.3 eV
high work function: 5.1 eV
film thickness: 100 nm
relative permittivity: 3
electron affinity: 3.6 eV
ionization energy: 5.8 eV
states per band: 1e+21 cm^-3
Gaussian disorder width: 0.08 eV
temperature: 300 K
RESULTS
thermal energy kT: 0.02585 eV
potential drop across film: 0.8 V
field, formula: 0.08 MV/cm
field, formula, converted: 8e+06 V/m
field, Poisson solution, minimum: 0.080000 MV/cm
field, Poisson solution, maximum: 0.080000 MV/cm
field, energy minimum: 0.080000 MV/cm
electrode charge: 0.02125 uC/cm2
electrons transferred: 1.326e+11 cm^-2
metal state density used: 1e+22 eV^-1 cm^-3
metal electrode thickness used: 100 nm
Fermi shift from band filling: 1.33e-06 eV
electron barrier at low-W metal: 0.7 eV
hole barrier at high-W metal: 0.7 eV
contact carrier density: 2.09e+11 cm^-3
CONTRAST: SHARP LEVELS, LOW BARRIERS
both barriers: 0.2 eV
contact carrier density: 4.37e+17 cm^-3
field beside contact: 0.1392 MV/cm
field at centre: 0.07643 MV/cm
mean field: 0.08 MV/cm
NEGLECTED EFFECTS (rough inputs; changes relative to ideal field)
injected charge, 300 K: 5.09e-05 %
higher temperature: 360 K
injected charge, higher temperature: 1.29e-03 %
closest carrier distance to metal: 0.5 nm
image energy at that distance: 0.240 eV
image-attracted charge, upper estimate: 1.02e-02 %
unintentional doping: 1e+15 cm^-3
end-to-end field change by doping: 7.54 %
doping for 1% end-to-end change: 1.33e+14 cm^-3
metal screening length: 0.05 nm
field reduction by metal screening: 0.30 %
interface-dipole difference: 0.3 eV
field change by dipole difference: 37.5 %
log10 tunnelling probability: -464
breakdown field: 1 MV/cm
ideal field / breakdown field: 8 %
```
